# Choosing the displacement limit for time steps in collision cascades

Before running molecular dynamics of an energetic recoil, one must decide how far an atom may move in a single time step. Too large a limit lets colliding atoms jump into their mutual repulsion and spoils the energy balance. Too small a limit wastes force evaluations, each of which is a full electronic-structure calculation if the forces come from one. This guide derives what a displacement limit $d$ guarantees, what it does not, and how to select it for the ballistic phase, when a few fast atoms carry most of the energy.

## From a distance to a time step

The atoms are classical, all share one step $h$, and no thermostat acts. The forces are $F=-\nabla U$, where $U$ is the potential energy. If the forces come from an electronic-structure calculation, they must be converged well enough to be the gradient of the reported energy. Otherwise the energy error contains a part that no choice of $h$ removes.

Velocity Verlet advances atom $i$, of mass $m_i$, by

$$x_1=x_0+hv_0+\frac{h^2F_0}{2m},\qquad v_1=v_0+\frac{h(F_0+F_1)}{2m}.$$

The atom index is suppressed, and 0 and 1 mark the start and end of the step. The displacement depends on quantities known before the step. Let $v$ be the largest speed and $a$ the largest value of $|F_i|/m_i$ among all atoms. The triangle inequality gives, for every atom,

$$|\Delta x_i|\le vh+\tfrac12ah^2 .$$

Set the right side equal to $d$. The positive root of $\frac12ah^2+vh-d=0$ is $(-v+\sqrt{v^2+2ad})/a$. Multiplying numerator and denominator by $v+\sqrt{v^2+2ad}$ turns the numerator into $2ad$, so that

$$h=\frac{2d}{v+\sqrt{v^2+2ad}} .$$

This form remains usable when $a=0$. No atom then moves farther than $d$, whatever the forces are. The two maxima may belong to different atoms, in which case the rule is stricter than necessary. The separation of two atoms can change by up to $2d$, because both may move.

For $ad\ll v^2$ the step is nearly $d/v$: the speed limits it. For $v=0$ it is $\sqrt{2d/a}$: the force limits it. Speed alone is therefore not enough. Take a Cd and a Te atom at rest 1.0 Å apart, as might occur after a careless insertion of damage. In the repulsive model described below, the force is 1158 eV/Å and the lighter atom, Cd, accelerates at 0.0994 Å/fs². A speed-only rule sets no limit and falls back on the largest permitted step, here 1 fs. The displacement is then $\frac12(0.0994)(1)^2=0.050$ Å. For $d=0.02$ Å the full rule gives $h=\sqrt{2(0.02)/0.0994}=0.634$ fs and a displacement of 0.020 Å.

## The energy error of one step

The change of kinetic energy, summed over atoms, is

$$\Delta K=\sum\frac m2(v_1^2-v_0^2)=\sum m(v_1-v_0)\cdot\frac{v_1+v_0}{2}.$$

The velocity update gives $m(v_1-v_0)=h(F_0+F_1)/2$. It also gives

$$h\frac{v_0+v_1}{2}=hv_0+\frac{h^2(F_0+F_1)}{4m}
=\Delta x+\frac{h^2(F_1-F_0)}{4m},$$

where the position update was used to replace $hv_0$ by $\Delta x-h^2F_0/(2m)$. Inserting both relations and adding $U_1-U_0$ yields the error in total energy made by the step:

$$\delta E=\Big[U_1-U_0+\sum\tfrac12(F_0+F_1)\cdot\Delta x\Big]+\sum\frac{h^2(F_1^2-F_0^2)}{8m}.$$

No approximation has been made. The bracket compares the true work with its trapezoid estimate. To see its size, follow the straight line $x_0+s\Delta x$ from $s=0$ to 1 and define $f(s)=\sum F\cdot\Delta x$ on it. Then $U_1-U_0=-\int_0^1f\,ds$. Two integrations by parts give

$$\frac{f(0)+f(1)}2-\int_0^1f\,ds=\int_0^1\frac{s(1-s)}2f''(s)\,ds .$$

Since $f''=-d^3U/ds^3$ and the weight $s(1-s)/2$ integrates to $1/12$, the bracket is at most one twelfth of the largest $|d^3U/ds^3|$ on the line. For one atom in one dimension this is at most $d^3M_3/12$, where $M_3$ bounds $|U'''|$. For a pair potential, each pair contributes at most $(2d)^3M_3/12=2d^3M_3/3$, with $M_3$ now bounding the third derivative along the relative displacement.

A displacement limit therefore controls the bracket if the third derivative is bounded on the path taken. The last term of $\delta E$ is a separate matter: it remains even for a harmonic force, whose third derivative of $U$ is zero, and it is small if the force changes little during the step. The rule uses the force at the start of the step and cannot see a steep wall that the atom enters before the end. The safeguard is to keep $d$ small compared with the distance over which the repulsion changes.

## Why the error can outlast a collision

Let $K$ be the matrix of second derivatives of $U$, and let $M$ be the diagonal mass matrix. For small $h$, $\Delta x\approx hv$ and $F_1-F_0\approx-hKv$, where $v$ now denotes the vector of all velocities. The bracket becomes $-h^3U'''[v,v,v]/12$, the third derivative taken along $v$. The last term becomes $-h^3F\cdot M^{-1}Kv/4$. Hence

$$\delta E=h^3\Big[-\frac{U'''[v,v,v]}{12}-\frac{F\cdot M^{-1}Kv}{4}\Big]+O(h^4).$$

The square bracket is the time derivative of

$$G=-\frac{v\cdot Kv}{12}+\frac{F\cdot M^{-1}F}{24}.$$

To verify this, use $\dot v=M^{-1}F$ and $\dot F=-Kv$. Differentiating the first term of $G$ gives $-U'''[v,v,v]/12-F\cdot M^{-1}Kv/6$. The second gives $-F\cdot M^{-1}Kv/12$. The coefficients $1/6$ and $1/12$ add to $1/4$, as required.

Summing $h^3\dot G$ over steps gives, at leading order,

$$\Delta E\simeq\int h^2\,dG=\big[h^2G\big]_{\rm start}^{\rm end}-\int G\,d(h^2).$$

When the atoms are out of range of each other, $F$, $K$ and therefore $G$ vanish. With a constant step the last integral is zero as well, so the leading error appears during contact and disappears afterwards. With a variable step, the last integral can leave a permanent error. Its cause is the change of $h$ while atoms interact.

In the speed-limited regime $h\simeq d/v_{\max}$, and

$$\Delta E\simeq d^2\int\frac{dG}{v_{\max}^2}.$$

Halving $d$ then reduces the error fourfold and doubles the number of steps.

A release from rest behaves slightly differently. Consider one atom in one dimension with initial acceleration $a$. After it has moved a distance $x$, small on the scale of the potential, $v^2\simeq2ax$ and $dG/dx\simeq-aU''/4$. Once $x\gg d$ the step is speed-limited, and the contribution is

$$\Delta E\simeq-d^2\int_d^{L}\frac{aU''}{4}\frac{dx}{2ax}
=-\frac{d^2U''}{8}\ln\frac Ld .$$

Here $L$ is the distance over which the initial force changes appreciably. The first few steps, with $x$ of order $d$, add a term of order $d^2$ without the logarithm. The error still falls with $d$, but a little more slowly than $d^2$.

## One hard collision in numbers

The model uses the universal screened repulsion of Ziegler, Biersack and Littmark: the Coulomb energy of two nuclei times a sum of four decaying exponentials. It is switched smoothly to zero between 1.80 and 2.75 Å. A Cd atom of 1000 eV strikes a resting Te atom with an impact parameter of 0.40 Å. Its speed is 0.4143 Å/fs, so for $d=0.02$ Å the first step is $0.02/0.4143=0.0483$ fs.

The closest approach is 0.897 Å, where the force reaches 1934 eV/Å. Together with the 1158 eV/Å at 1.0 Å, this gives a decay length of the force of

$$\lambda\approx\frac{1.0-0.897}{\ln(1934/1158)}\approx0.20\ \text{Å}.$$

The peak error, meaning the largest deviation of total energy from its initial value, and the final error after separation are:

| $d$ (Å) | Steps | Peak (eV) | Final (eV) |
|---|---:|---:|---:|
| 0.20 | 27 | 12.5 | −4.1 |
| 0.05 | 104 | 1.11 | −0.57 |
| 0.02 | 258 | 0.188 | −0.101 |
| 0.001 | 5146 | 0.00048 | −0.00027 |

At $d=0.20$ Å, equal to $\lambda$, the peak is 1.2% of the recoil energy. Reducing $d$ fourfold from there lowers the peak by a factor of 11, not 16, so the leading law does not yet hold well. Between 0.002 and 0.001 Å the measured factor is 3.995, close to the expected 4.

Extrapolated to small $d$, the peak is $484.2\,d^2$ and the final error $-266.3\,d^2$, in eV with $d$ in Å. The integral over $dG/v_{\max}^2$, evaluated on a separately computed accurate trajectory, gives 484.2 and −266.3. This tests both the scaling and the origin of the permanent error.

With a constant step of 0.0241 fs, the peak is 0.018 eV but the final error is only about $-9\times10^{-7}$ eV. A small final error therefore does not show that the energy was equally accurate during contact.

## Adding a limit on work

A second limit, $h\le w/(F_{\max}v_{\max})$, keeps the first-order estimate $h|F\cdot v|$ of the energy that any one atom exchanges in a step at or below $w$, with force and velocity taken at the start of the step. It does not bound the energy error by $w$, and it sets no limit when all atoms are at rest, however large the forces are. Its use is to shorten steps in hard collisions. In the speed-limited regime it takes over when $F_{\max}>w/d$. For $w=5$ eV and $d=0.02$ Å this is 250 eV/Å.

In the pair collision the cap raises the count from 258 to 430 steps and lowers the peak from 0.188 to 0.042 eV. The final error changes sign, from −0.101 to +0.019 eV. Spending the same 430 steps on a smaller $d$ would require $d\approx0.02(258/430)=0.012$ Å, for which the leading law predicts a peak of $484(0.012)^2\approx0.07$ eV. For this collision, the cap uses the additional steps better than a smaller $d$. A constant step does better still: 430 equal steps of 0.0349 fs give a peak of about $0.018(0.0349/0.0241)^2\approx0.038$ eV and almost no final error.

## A recoil in CdTe

The second example is a 1000 eV Cd recoil in a crystal of 1000 atoms, followed for 50 fs with the same repulsion. The lattice constant is a rough 6.5 Å. The nearest neighbours, 2.815 Å apart, lie outside the range of the repulsion, so the undisturbed crystal is free of forces.

| Setting | Steps | Peak (eV) | Final (eV) |
|---|---:|---:|---:|
| $d=0.04$ Å | 451 | 0.134 | −0.054 |
| $d=0.02$ Å | 901 | 0.034 | −0.013 |
| $d=0.01$ Å | 1800 | 0.0087 | −0.0032 |
| $d=0.02$ Å, $w=5$ eV | 1043 | 0.014 | −0.0018 |
| fixed 0.0555 fs | 901 | 0.030 | −0.0050 |
| fixed 1 fs | 50 | 10.0 | −2.0 |

The displacement limit held in each run that used it. In the fixed 1 fs run an atom moved 0.414 Å in one step. The peak error falls by nearly four at each halving of $d$. It is smaller than in the pair collision at equal $d$, because the closest approach here is only 1.075 Å, against 0.897 Å. An error measured in one cascade should not be assigned to another containing a harder hit: a recoil sent close to the [111] direction reaches 0.85 Å and gives a peak of 0.94 eV at $d=0.04$ Å, seven times the value in the table.

The fixed-step run with 901 steps has smaller energy errors than the adaptive run with the same count. Its largest displacement is 0.023 Å, slightly above the limit of 0.02 Å. Adaptation thus secures the displacement limit, but does not minimize the energy error at given cost. Nor does it save much here: keeping the initial 0.0483 fs throughout would take 1036 steps, against 901. The largest speed is 0.414 Å/fs at the start and still 0.291 Å/fs at the end. This final value depends on the rough lattice constant: at 6.48 Å it is 0.270 Å/fs, while the electronic loss and the number of displaced atoms given below hardly change. The step count is roughly the time integral of $v_{\max}$ divided by $d$, so the saving grows when a run continues into slower motion.

The final errors in this table need not be permanent. For a fixed step the leading error is $h^2G$ at the end, so the remaining −0.0050 eV suggests that some atoms were still interacting at 50 fs.

Energy conservation also does not prove that the trajectory has converged. The recoil's final position is a separate check: relative to the run with $d=0.01$ Å, it shifts by 0.0015 Å for $d=0.04$ Å and 0.0003 Å for $d=0.02$ Å. Longer or more violent cascades need their own comparison.

In real CdTe under ion bombardment, recoils of this energy are plausible, but the solid is bonded, warm and able to take up energy electronically. The Lindhard–Scharff formula, applied along the computed motion, estimates an electronic loss of 67 eV, or 6.7% of the recoil energy. If all of it were taken from the fastest atom at the end, assumed to be Cd with about $1000(0.291/0.4143)^2=493$ eV, its speed would fall by about 7% and the speed-limited step would lengthen by about 8%. Three atoms have moved by more than half a bond length. At a rough 2 eV each, about the cohesive energy per atom, the neglected bonding amounts to 6 eV. Breaking all four bonds of each displaced atom would cost about twice as much, because every bond is shared by two atoms. The thermal kinetic energy at 300 K is 0.039 eV per atom. The electronic loss and the bonding both far exceed the energy error at $d=0.02$ Å, so a smaller $d$ would not make this model noticeably more realistic. The three displaced atoms are not a count of stable defects: recombination and damage accumulation require bonding and much longer times.

## Setting the limit

For conditions like these, $d$ near one tenth of the decay length of the repulsion at closest approach is a reasonable first value; here that is 0.02 Å. Run a representative hard collision and record the peak energy error $\epsilon_1$ at the limit $d_1$. In the quadratic regime, a tolerated error $\epsilon$ calls for

$$d\approx d_1\sqrt{\epsilon/\epsilon_1}.$$

For a tolerated peak of 0.1 eV, the pair collision gives $0.02\sqrt{0.1/0.188}\approx0.0146$ Å, which is rounded down to 0.014 Å to stay within the tolerance for this impact parameter. A head-on hit at the same energy peaks at 0.275 eV for $d=0.02$ Å and would call for about 0.012 Å. Repeat with half the value: if the error does not fall by about four, $d$ is still too large or the forces are not smooth and conservative enough. A start from overlapping atoms at rest is an exception, because the logarithm lowers the ratio even with exact forces: a Cd atom released 1.0 Å from a fixed repulsive centre gives 3.4 between 0.02 and 0.01 Å. If a few hard encounters dominate the error, try a work cap before reducing $d$ for the whole run. With a cap in use, halve $w$ together with $d$ when repeating the test. Otherwise the steps set by the cap stay as long as before, and the error can fall by less than four even with good forces. When electronic stopping is included, monitor the total energy plus the energy removed, since the total alone is no longer conserved.

Keep a separate ceiling on $h$ for the later, slower motion. If the largest speed were the 300 K root-mean-square speed of Cd, 0.00258 Å/fs, a speed-limited step for $d=0.02$ Å would be $0.02/0.00258\approx7.8$ fs. The fastest of many atoms moves faster than this, so the actual step is shorter, but for 1000 atoms with thermal velocities it is still about 3 fs. Vibrations set their own limit. For a harmonic mode of angular frequency $\omega$, the Verlet positions obey $x_{n+1}-2x_n+x_{n-1}=-h^2\omega^2x_n$. Inserting $x_n=z^n$ gives $z+1/z=2-h^2\omega^2$. The solutions stay bounded if the right side lies strictly between −2 and 2, which requires $h\omega<2$. Accuracy calls for a step well below this stability limit. In CdTe the atoms are heavy and the optical modes lie near 170 cm$^{-1}$, so $2/\omega$ is about 60 fs and a 3 fs step has $h\omega\approx0.1$; the vibrational limit is much tighter in solids with light atoms.

The numerical output gives the step ranges and the remaining values for these runs.

## Numbers as computed

```
Cd mass 112.41 u; Te mass 127.60 u
Recoil energy 1000 eV; speed 0.4143 A/fs
Switch from 1.80 to 2.75 A
Step ceiling 1.0 fs; work cap 5.0 eV
First step for d=0.02 A: 0.0483 fs
PAIR COLLISION Cd on resting Te
Impact parameter 0.40 A; closest approach 0.897 A
Largest pair force 1934.0 eV/A
d=0.200 A: steps 27, peak error 1.247e+01 eV, final -4.086e+00 eV
d=0.050 A: steps 104, peak error 1.112e+00 eV, final -5.683e-01 eV
d=0.020 A: steps 258, peak error 1.884e-01 eV, final -1.012e-01 eV
d=0.002 A: steps 2574, peak error 1.932e-03 eV, final -1.060e-03 eV
d=0.001 A: steps 5146, peak error 4.836e-04 eV, final -2.657e-04 eV
Peak error/d^2: run 484.20, integral 484.16 eV/A^2
Final error/d^2: run -266.26, integral -266.25 eV/A^2
Peak ratio on halving d: 3.995
Constant step 0.0241 fs: peak 1.823e-02 eV, final -9.142e-07 eV
d=0.02 A with work cap: steps 430, peak 4.173e-02 eV, final 1.929e-02 eV
ATOMS AT REST, 1.0 A apart
Force 1157.8 eV/A; largest acceleration 0.0994 A/fs^2
Speed-only rule at ceiling: displacement 0.0497 A
Full rule, d=0.02 A: step 0.6344 fs, displacement 0.0200 A
CASCADE IN CdTe
Lattice constant 6.50 A (rough); atoms 1000; time 50 fs
Nearest-neighbour distance 2.815 A; box 32.5 A
d=0.04 A: steps 451, h 0.0965-0.1401 fs, max move 0.0400 A
  energy error: peak 0.1336 eV, final -0.0535 eV
d=0.02 A: steps 901, h 0.0483-0.0702 fs, max move 0.0200 A
  energy error: peak 0.0344 eV, final -0.0130 eV
d=0.01 A: steps 1800, h 0.0241-0.0352 fs, max move 0.0100 A
  energy error: peak 0.0087 eV, final -0.0032 eV
d=0.02 A, capped: steps 1043, h 0.0190-0.0700 fs, max move 0.0200 A
  energy error: peak 0.0139 eV, final -0.0018 eV
fixed, equal count: steps 901, h 0.0555-0.0555 fs, max move 0.0230 A
  energy error: peak 0.0299 eV, final -0.0050 eV
fixed 1 fs: steps 50, h 1.0000-1.0000 fs, max move 0.4143 A
  energy error: peak 10.0236 eV, final -1.9519 eV
Fixed steps at smallest h of d=0.02 A run: 1036
Recoil end shift, d=0.04 against 0.01 A: 0.0015 A
Recoil end shift, d=0.02 against 0.01 A: 0.0003 A
Fastest atom at end (d=0.01 A): 0.2910 A/fs
Atoms displaced over half a bond: 3; outside box: 0
NEGLECTED EFFECTS, d=0.01 A run
Electronic loss estimate 67.1 eV, 6.7 % of recoil energy
Bonding at rough 2 eV per displaced atom: 6 eV
300 K: kinetic energy 0.0388 eV per atom, Cd rms speed 0.00258 A/fs
```
